# Incident phonon modes at an interface from an aligned ellipsoidal branch

To calculate the heat conductance of an interface with a strongly anisotropic crystal, one must decide which sound speeds enter the count of phonons arriving at the boundary. A layered crystal may carry a given wave ten times faster along its layers than across them. Heat crossing a face parallel to the layers travels in the slow direction, so the slow speed seems to be the natural choice. For an acoustic branch whose constant-frequency surface is an ellipsoid aligned with the interface, that choice is wrong: the count contains the two speeds in the interface plane and not the speed along the normal.

Let the interface be the plane $z=0$, with the crystal at $z<0$, and let one branch obey

$$
\omega^2=v_x^2k_x^2+v_y^2k_y^2+v_z^2k_z^2 .
$$

Here $\omega$ is the angular frequency, $\mathbf k$ the wave vector, and $v_x,v_y,v_z$ the sound speeds along the principal axes. Alignment means that $z$ is one of these axes. The area is large enough for sums over wave vectors to become integrals, and the ellipsoid at the frequency considered lies inside the Brillouin zone. One polarization is counted at a time.

The word "mode" needs a definition tied to heat flow. A state moves towards the interface if its group velocity $v_{gz}=\partial\omega/\partial k_z$ is positive. With $n(\omega)$ quanta in each state, the energy arriving per area and time is

$$
Q=\int_{v_{gz}>0}\frac{d^3k}{(2\pi)^3}\,\hbar\omega(\mathbf k)\,n(\omega(\mathbf k))\,v_{gz}.
$$

Inserting $1=\int d\omega\,\delta(\omega-\omega(\mathbf k))$ and separating a factor $1/2\pi$ gives

$$
Q=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,n(\omega)\,M(\omega),
$$

$$
M(\omega)=2\pi\int_{v_{gz}>0}\frac{d^3k}{(2\pi)^3}\,v_{gz}\,\delta(\omega-\omega(\mathbf k)).
$$

This $M$ is the number of incident modes per area. Each mode supplies $n\,d\omega/2\pi$ quanta per unit time in the interval $d\omega$.

Now hold $k_x$ and $k_y$ fixed and integrate over $k_z$. Differentiating the dispersion relation gives $2\omega v_{gz}=2v_z^2k_z$, so

$$
v_{gz}=\frac{v_z^2k_z}{\omega},
$$

and the incident states have $k_z>0$. Along this half-line the frequency rises steadily from $\omega_0=(v_x^2k_x^2+v_y^2k_y^2)^{1/2}$. Since $v_{gz}\,dk_z=d\omega'$,

$$
\int_0^\infty dk_z\,v_{gz}\,\delta(\omega-\omega(\mathbf k))
=\int_{\omega_0}^\infty d\omega'\,\delta(\omega-\omega')
=\begin{cases}1,&\omega_0<\omega,\\0,&\omega_0>\omega.\end{cases}
$$

Each transverse wave vector that admits a travelling wave therefore contributes one mode, whether that wave is fast or slow. The prefactor $2\pi/(2\pi)^3$ becomes $1/(2\pi)^2$, and

$$
M(\omega)=\frac{1}{(2\pi)^2}\int_{v_x^2k_x^2+v_y^2k_y^2<\omega^2}dk_x\,dk_y .
$$

The region of integration is the shadow of the ellipsoid on the interface plane. It is an ellipse with semi-axes $\omega/v_x$ and $\omega/v_y$ and area $\pi\omega^2/(v_xv_y)$. Hence

$$
M(\omega)=\frac{1}{4\pi^2}\,\frac{\pi\omega^2}{v_xv_y}
=\frac{\omega^2}{4\pi v_xv_y}.
$$

Changing $v_z$ stretches or shortens the ellipsoid along the line of projection and leaves its shadow alone.

The same cancellation can be followed through the density of states. The volume inside the ellipsoid is $4\pi\omega^3/(3v_xv_yv_z)$. Dividing by $(2\pi)^3$ gives the number of states per volume below $\omega$, and its derivative is

$$
D(\omega)=\frac{d}{d\omega}\,\frac{\omega^3}{6\pi^2v_xv_yv_z}
=\frac{\omega^2}{2\pi^2v_xv_yv_z}.
$$

To average the normal velocity, use scaled components $p_i=v_ik_i$. The ellipsoid becomes a sphere of radius $\omega$, and states at frequency $\omega$ are spread uniformly over it, because the scaling has a constant Jacobian and the frequency equals $|\mathbf p|$. With $p_z=\omega\cos\Theta$, the normal group velocity is $v_zp_z/\omega=v_z\cos\Theta$. Its mean over the incident hemisphere is

$$
\langle v_{gz}\rangle=v_z\int_0^1\cos\Theta\,d(\cos\Theta)=\frac{v_z}{2}.
$$

Half the states are incident, so

$$
M=2\pi\,\frac{D}{2}\,\frac{v_z}{2}
=\frac{\pi v_z}{2}\,\frac{\omega^2}{2\pi^2v_xv_yv_z}
=\frac{\omega^2}{4\pi v_xv_y}.
$$

A smaller normal speed packs more states into each volume, and those states arrive more slowly in the same proportion.

This matters when an anisotropic crystal is replaced by an isotropic one. Suppose $v_x=v_y=v$, and a single speed $\bar v$ is chosen to reproduce $D$, so that $\bar v^3=v^2v_z$. The isotropic count $\omega^2/(4\pi\bar v^2)$ then differs from the correct one by the factor $v^2/\bar v^2=(v/v_z)^{2/3}$. For $v/v_z=10$ the substitute supplies about 4.6 times too many modes to a face parallel to the layers, although its density of states is right.

A real case of an ellipsoidal branch is the shear-horizontal wave of a hexagonal crystal. Put the hexagonal axis along $z$. Hexagonal elasticity is isotropic in the layer plane, so $x$ can be chosen along the in-plane wave vector. A displacement $u(x,z,t)$ along $y$ produces two shear stresses, $C_{66}\,\partial_xu$ and $C_{44}\,\partial_zu$. With density $\rho$, Newton's law reads

$$
\rho\,\partial_t^2u=C_{66}\,\partial_x^2u+C_{44}\,\partial_z^2u .
$$

A plane wave then gives $\rho\omega^2=C_{66}k_\parallel^2+C_{44}k_z^2$, where $k_\parallel^2=k_x^2+k_y^2$. This is an ellipsoid with $v^2=C_{66}/\rho$ and $v_z^2=C_{44}/\rho$.

For a graphite-like example, choose the model inputs $v=14$ km/s, $v_z=1.4$ km/s, $\rho=2.26$ g/cm³ and a layer spacing $d=0.335$ nm. They correspond to $C_{66}=443$ GPa and $C_{44}=4.43$ GPa. At 0.3 THz the angular frequency is 1.885 rad/ps. Since 1 km/s equals 1 nm/ps,

$$
M=\frac{(1.885\ \mathrm{ps^{-1}})^2}{4\pi(14\ \mathrm{nm/ps})^2}
=1.443\times10^{-3}\ \mathrm{nm^{-2}},
$$

or about 1443 modes per square micrometre. The density of states is $6.56\times10^{-4}$ ps/nm³ and the mean incident normal velocity is 0.70 km/s. Their combination,

$$
2\pi\,\frac{6.56\times10^{-4}}{2}\,(0.70)=1.443\times10^{-3}\ \mathrm{nm^{-2}},
$$

returns the same count. The flux definition was also integrated over directions, with group velocities taken by numerical differentiation, for normal speeds of 0.7, 1.4 and 2.8 km/s at fixed in-plane speed. As the numerical output shows, the density of states falls by a factor of four over this series, the mean velocity rises by a factor of four, and $M$ remains 1442.6 per square micrometre.

The slow speed does enter if the crystal is cut so that its slow axis lies in the interface. At such an edge face the two transverse speeds are 14 and 1.4 km/s, and the count is

$$
M_{\rm edge}=\frac{\omega^2}{4\pi v v_z}=\frac{v}{v_z}\,M,
$$

ten times larger, or about 14,430 modes per square micrometre. Independence of the normal speed is thus not independence of crystal orientation.

Between these two cuts the ellipsoid is tilted, and alignment no longer protects the count. Write the general quadratic dispersion as $\omega^2=\mathbf k^{\mathsf T}A\mathbf k$, split $\mathbf k$ into its in-plane part $\boldsymbol\kappa$ and $k_z$, and let

$$
A=\begin{pmatrix}B&\mathbf b\\ \mathbf b^{\mathsf T}&a\end{pmatrix}.
$$

Completing the square in $k_z$ gives

$$
\omega^2=a\left(k_z+\frac{\mathbf b\cdot\boldsymbol\kappa}{a}\right)^2
+\boldsymbol\kappa^{\mathsf T}S\boldsymbol\kappa,
\qquad S=B-\frac{\mathbf b\mathbf b^{\mathsf T}}{a}.
$$

A real $k_z$ requires $\boldsymbol\kappa^{\mathsf T}S\boldsymbol\kappa\le\omega^2$. Inside this ellipse there are two roots, and $v_{gz}=(ak_z+\mathbf b\cdot\boldsymbol\kappa)/\omega$ has opposite signs on them, so one is incident. Its $k_z$ may be negative; the sign of the group velocity decides. The shadow has area $\pi\omega^2/\sqrt{\det S}$. The determinant of the block matrix is $\det A=a\det S$, and in the principal axes $\det A=v_1^2v_2^2v_3^2$. Therefore

$$
M=\frac{\omega^2}{4\pi\sqrt{\det S}}
=\frac{\omega^2v_n}{4\pi v_1v_2v_3},\qquad v_n=\sqrt a .
$$

Here $v_n$ is the phase speed of a wave whose wave vector lies along the interface normal. In the aligned case $v_n=v_3$ and the normal speed cancels.

For the layered crystal tilted by an angle $\theta$, $v_n^2=v_z^2\cos^2\theta+v^2\sin^2\theta$, and the count changes by

$$
\frac{M(\theta)}{M(0)}=\frac{v_n}{v_z}
=\sqrt{\cos^2\theta+\frac{v^2}{v_z^2}\sin^2\theta}.
$$

The squared anisotropy, here 100, multiplies the small quantity $\sin^2\theta$. A tilt of 1° raises $M$ by 1.5%, and a tilt of 5° raises it by 32%. At 90° the factor is 10 and the edge-face result is recovered.

The other condition is that the constant-frequency surface closes inside the zone. In the layered example this fails first along the slow direction: a given frequency needs the largest wave vector there, and the zone is also narrower across the layers than along them. Let neighbouring layers be joined by equal shear springs, and keep the in-plane dispersion linear:

$$
\omega^2=v^2k_\parallel^2+\Omega^2\sin^2\frac{k_zd}{2},
\qquad \Omega=\frac{2v_z}{d},
\qquad |k_z|\le\frac{\pi}{d}.
$$

The value of $\Omega$ follows from the small-$k_z$ limit, $\Omega^2k_z^2d^2/4=v_z^2k_z^2$. This is an unfolded description: if the true cell holds two layers, the single curve contains both the acoustic branch and its folded continuation.

For $0<k_z<\pi/d$ the frequency still rises steadily with $k_z$, so each allowed $\boldsymbol\kappa$ still gives one incident mode. It is allowed if

$$
0\le\omega^2-v^2k_\parallel^2\le\Omega^2 .
$$

When $\omega<\Omega$, the upper inequality holds automatically, and the shadow is the full disc of radius $\omega/v$. The result $M=\omega^2/(4\pi v^2)$ survives unchanged within this model, although the surface is no longer an ellipsoid and the wave is dispersive along $z$. When $\omega>\Omega$, small transverse wave vectors are excluded and the shadow becomes a ring:

$$
M=\frac{1}{4\pi^2}\,\frac{\pi}{v^2}\left[\omega^2-(\omega^2-\Omega^2)\right]
=\frac{\Omega^2}{4\pi v^2}
=\frac{v_z^2}{\pi d^2v^2}.
$$

The count stops growing and now depends on the square of the normal speed. For the example the change occurs at $\Omega/2\pi=1.33$ THz, well above 0.3 THz.

At the edge face, by contrast, dispersion across the layers alters the shadow even below $\Omega$. Set $s^2=\omega^2-v^2q^2$, with $q$ the transverse wave vector along the layers. The boundary lies at $(2/d)\arcsin(s/\Omega)\simeq(s/v_z)[1+s^2/(6\Omega^2)]$. Integrating over $q$ with $s=\omega\sin\alpha$ weights the correction by $\int_0^\pi\sin^4\alpha\,d\alpha\big/\int_0^\pi\sin^2\alpha\,d\alpha=3/4$, so the relative increase is $\omega^2/(8\Omega^2)$ to leading order. This is about 0.64% at 0.3 THz; the full integral gives 0.65%. In-plane lattice dispersion is much weaker: estimated from a simple chain with spacing 0.246 nm, it shifts the layer-parallel count by about 0.01%.

The mode count sets a ceiling on the heat conductance that this branch can provide. Let the incoming phonons have a Bose distribution at temperature $T$, and define the conductance $G$ by the temperatures of the populations arriving from the two sides. If every incident mode were transmitted,

$$
G=\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,
\frac{\partial n}{\partial T}\,M(\omega).
$$

With $x=\hbar\omega/k_BT$ and $n=1/(e^x-1)$, one has $\hbar\omega\,\partial n/\partial T=k_Bx^2e^x/(e^x-1)^2$. Inserting the ellipsoidal count gives

$$
G=\frac{k_B}{8\pi^2v_xv_y}\left(\frac{k_BT}{\hbar}\right)^3
\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,dx .
$$

Integration by parts turns the integral into $4\int_0^\infty x^3/(e^x-1)\,dx$. Expanding the denominator in powers of $e^{-x}$ gives $4\sum_{m\ge1}6/m^4=24\pi^4/90=4\pi^4/15$. Thus

$$
G=\frac{\pi^2k_B^4T^3}{30\hbar^3v_xv_y}.
$$

For the layer-parallel face at 4 K this is 3.3 kW/(m² K). The edge face has a ceiling ten times higher, 33 kW/(m² K), in the same linear-dispersion model; the layer dispersion described above raises this value by about 1.5%.

As the temperature rises, the thermal spectrum passes $\Omega$ and the cubic law fails. For the layer-parallel face, replacing $\omega^2$ in the count by $\min(\omega^2,\Omega^2)$ leaves the 4 K result unchanged to four digits, but reduces $G$ to 57% of the cubic law at 20 K and to 15% at 50 K. These figures keep the in-plane dispersion linear; the simple in-plane chain raises the last one to 16%. If $k_BT\gg\hbar\Omega$ while thermal frequencies remain below the in-plane cutoff, the constant count applies to nearly the whole spectrum. Using $\int_0^\infty x^2e^x/(e^x-1)^2dx=2\int_0^\infty x/(e^x-1)\,dx=\pi^2/3$,

$$
G\simeq\frac{k_B^2T}{2\pi\hbar}\,\frac{\Omega^2}{4\pi v^2}\,\frac{\pi^2}{3}
=\frac{k_B^2\Omega^2T}{24\hbar v^2}.
$$

The ceiling is then linear in temperature and proportional to $v_z^2$. The example has not reached this limit at 50 K. In the limit, the ratio to the cubic law would fall as $T^{-2}$, by a factor of 0.16 between 20 and 50 K, whereas the computed factor is 0.27. Nor does this crystal offer a wide range in which the linear law could hold accurately. The lower scale $\hbar\Omega/k_B$ is 64 K, while a simple in-plane chain with spacing 0.246 nm has its cutoff near 870 K, and thermal frequencies extend to several times $k_BT/\hbar$. In-plane dispersion therefore becomes important before the limit is well established, and for the example the linear law is only a rough guide.

Supply is also different from transmission. Let the second solid be isotropic, with density $\rho_2$ and shear speed $v_2$, and let the contact be flat and perfectly bonded. The shear-horizontal wave then couples to shear-horizontal waves alone, since its displacement is perpendicular to the plane containing $\mathbf k$ and the normal. For incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$, continuity of displacement and of shear traction requires

$$
1+r=t,\qquad Z_1(1-r)=Z_2t,
$$

where $Z$ is the shear modulus for the normal direction times the normal wave-vector component, divided by $\omega$. Substituting $r=t-1$ gives $t=2Z_1/(Z_1+Z_2)$. The energy flux is proportional to $Z$ times the squared amplitude, so the transmitted fraction is

$$
\tau=\frac{Z_2}{Z_1}t^2=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.
$$

With $w=v^2k_\parallel^2/\omega^2$, the normal components follow from the two dispersion relations, and

$$
Z_1=\rho v_z\sqrt{1-w},\qquad
Z_2=\rho_2v_2\sqrt{1-\frac{v_2^2}{v^2}w}.
$$

The normal speed therefore returns through $Z_1$. Incident modes fill the disc uniformly in area, hence uniformly in $w$ from 0 to 1. For rough aluminium-like values, $\rho_2=2.7$ g/cm³ and $v_2=3.1$ km/s, the mean transmission is 0.62. Doubling $v_z$ to 2.8 km/s at fixed densities and in-plane speed raises it to 0.85, while $M$ stays the same. Since $\tau$ does not depend on frequency here, the 4 K ceiling is multiplied by the same mean, giving $0.623\times3.33\simeq2.1$ kW/(m² K) for the original speed. This is the continuum result. With discrete layers $\tau$ depends weakly on frequency, and the 4 K value is about 2.0 kW/(m² K) if the last layer is bonded directly to the second solid and about 2.1 kW/(m² K) if it is joined through a half-layer spring.

These numbers describe one branch of an ideal crystal at cryogenic temperature, not the total conductance of a graphite contact. The speeds are typical of graphite, but its other two acoustic branches are not ellipsoids. In the elastic model, with the further inputs chosen as $C_{11}=1060$, $C_{33}=37$ and $C_{13}=10$ GPa, the slow branch that bends the layers has a squared speed at 45° to the axis about 4.7 times that of an ellipsoid through its axial speeds. This branch is also far more numerous. If the edge of its shadow lies at $k_z=0$, with one incident state per transverse wave vector, its radius $q$ follows from $\omega^2=v_z^2q^2+\beta^2q^4$, where $\beta$ measures the bending stiffness of the layers. A rough $\beta=0.6$ nm²/ps gives roughly 80 times as many modes as the shear-horizontal branch at 0.3 THz. A total conductance must include them, with their own transmission. Real contacts may also be rough, weakly bonded or misaligned; of these departures, the 5° tilt estimated above already changes the supply of shear-horizontal modes by about a third.

## Computed values

```
in-plane speed (rough input)          14.0 km/s
normal speed (rough input)            1.4 km/s
layer spacing (rough input)           0.335 nm
in-plane lattice constant (rough)     0.246 nm
density (rough input)                 2.26 g/cm3
frequency; temperature                0.30 THz; 4.0 K
angular frequency                     1.8850 rad/ps
shadow radius w/v                     0.1346 1/nm
ellipsoid half-length along z         1.3464 1/nm
zone edge pi/d along z                9.378 1/nm
M, layer-parallel face, formula       1442.6 per um2
normal speed 0.7 km/s: M from flux   1442.6 per um2
   density of states                  1.3120 1e-3 ps/nm3
   mean incident normal velocity      0.3500 km/s
normal speed 1.4 km/s: M from flux   1442.6 per um2
   density of states                  0.6560 1e-3 ps/nm3
   mean incident normal velocity      0.7000 km/s
normal speed 2.8 km/s: M from flux   1442.6 per um2
   density of states                  0.3280 1e-3 ps/nm3
   mean incident normal velocity      1.4000 km/s
M, edge face, formula                 14426 per um2
M, edge face, from flux               14426 per um2
G ceiling, layer-parallel face, 4 K   3.328 kW/(m2 K)
G ceiling, edge face, 4 K             33.28 kW/(m2 K)
elastic constants C66; C44            443; 4.43 GPa
rough inputs C11; C33; C13            1060; 37; 10 GPa
bending branch: speed^2 at 45 deg over ellipsoid 4.65
tilt 1 deg: M over aligned M           1.015
tilt 5 deg: M over aligned M           1.324
normal cutoff frequency               1.330 THz
G with cutoff over G without,  4 K    1.0000
G with cutoff over G without, 20 K    0.5722
G with cutoff over G without, 50 K    0.1545
in-plane lattice dispersion: M shift  0.0091 %
edge face, layer dispersion: M shift  0.648 %
second solid (rough): density; speed  2.7 g/cm3; 3.1 km/s
mean transmission, normal speed 1.4   0.623
mean transmission, normal speed 2.8   0.850
bending coefficient (rough input)     0.6 nm2/ps
bending-branch modes over M           79
```
